# Flat-Band Shift from Fixed Interface Charge and Its Dependence on Dielectric Thickness

**The decision.** Suppose a metal/dielectric/semiconductor capacitor is to be modelled for a series of film thicknesses, and the film leaves fixed charge at the semiconductor surface. Should that charge enter the calculation as one constant voltage offset, or as an offset recomputed for each thickness? The reverse problem is the same decision: which charge does the slope of flat-band voltage against thickness measure? Both answers depend on where the charge sits.

## 1. One film, one sheet of charge

Let $x$ run from the gate into the semiconductor. The dielectric occupies $0<x<t$ and has constant permittivity $\varepsilon$. Everything, the fixed charge included, is treated as uniform in the lateral directions, so the electrostatics is one-dimensional. The gate is treated as an ideal metal with zero screening length. The potential $\psi(x)$ is zero in the neutral bulk of the semiconductor, $E=-d\psi/dx$ is the field, and $D=\varepsilon E$ in the dielectric.

The gate fixes the boundary value of $\psi$. A gate voltage $V_G$ places the gate Fermi level at $E_F^m=E_F^s-eV_G$, where $E_F^s$ is that of the semiconductor and $e>0$ is the elementary charge. The local vacuum level lies one work function above each Fermi level, and its difference between gate and semiconductor bulk is $-e\psi(0)$. Hence

$$-e\psi(0)=(E_F^m+\Phi_m)-(E_F^s+\Phi_s)=-eV_G+\Phi_m-\Phi_s .$$

Dividing by $-e$ gives

$$\psi(0)=V_G-\phi_{ms},\qquad \phi_{ms}=\frac{\Phi_m-\Phi_s}{e}. \tag{1}$$

Flat band means $\psi=0$ throughout the semiconductor. With no charge in the dielectric or at its interfaces, the field in the film is then zero too, so $\psi(0)=0$ and $V_{FB}=\phi_{ms}$ for every thickness. This is the reference case.

Now put a fixed charge $Q$ per unit area, positive or negative, at $x=t$. Gauss's law, $dD/dx=\rho$, integrated across the sheet gives

$$D(t^+)-D(t^-)=Q .$$

At flat band $D(t^+)=0$, so $D(t^-)=-Q$. There is no charge inside the film, so $D$ keeps this value up to the gate:

$$E=-\frac{Q}{\varepsilon}\qquad(0<x<t). \tag{2}$$

For positive $Q$ the field points towards the gate, which carries the compensating charge $-Q$. Integrating $E=-d\psi/dx$ from $0$ to $t$,

$$\psi(0)-\psi(t)=\int_0^t E\,dx=-\frac{Qt}{\varepsilon}.$$

Since $\psi(t)=0$, equation (1) turns this into

$$V_{FB}=\phi_{ms}-\frac{Qt}{\varepsilon}=\phi_{ms}-\frac{Q}{C},\qquad C=\frac{\varepsilon}{t}. \tag{3}$$

The linear growth has a direct reading. The field needed to hold the semiconductor flat is set by $Q$ and does not depend on $t$; a thicker film makes the same field act over a longer path. The result requires $Q$, $\varepsilon$ and $\phi_{ms}$ to be the same for all films in the series.

**Numbers.** Take a film of relative permittivity 9, $\phi_{ms}=-0.500$ V and $10^{12}$ positive elementary charges per cm², which is $Q=0.1602$ µC/cm². These are round model parameters. At 10 nm the dielectric capacitance is $0.7969$ µF/cm², so

$$\Delta V_{FB}=-\frac{0.1602}{0.7969}\ \text{V}=-0.201\ \text{V},\qquad V_{FB}=-0.701\ \text{V}.$$

At 2 nm, $C=3.984$ µF/cm² and the shift is $-0.040$ V, one fifth as large. The field is $-0.201$ MV/cm in both films.

As an independent test, the nonlinear Poisson equation was solved through film and semiconductor, and the gate voltage was varied until the surface potential vanished. Equation (3) was not used in that search. For five thicknesses from 2 to 10 nm the voltages agree with (3) to within $10^{-8}$ V. A straight-line fit has slope $-20.1$ mV/nm and intercept $-0.500$ V, returning the $Q$ and $\phi_{ms}$ that were put in. The values are in the numerical output.

So for this geometry the offset must be recomputed for each thickness. A constant offset taken from the 2 nm film would miss $0.161$ V at 10 nm.

## 2. Away from flat band

A capacitor is measured over a range of gate voltages. What does $Q$ do to the rest of the curve?

Let $\psi_s=\psi(t)$ be the surface potential and $Q_s$ the total charge per area in the semiconductor. The field vanishes deep in the bulk, so Gauss's law gives $Q_s=0-D(t^+)$. Crossing the sheet,

$$D(t^-)=D(t^+)-Q=-(Q_s+Q).$$

The drop across the film is $\psi(0)-\psi_s=D(t^-)\,t/\varepsilon$. With (1),

$$V_G=\phi_{ms}+\psi_s-\frac{Q+Q_s(\psi_s)}{C}. \tag{4}$$

To use this we need $Q_s(\psi_s)$. Consider a uniformly doped p-type semiconductor with Boltzmann statistics, bulk hole and electron densities $p_0$ and $n_0$, and thermal voltage $V_T=k_BT/e$. Bulk neutrality makes the ionized acceptor density $p_0-n_0$. Taking this density to be independent of $\psi$ gives

$$\rho=e\left[p_0\left(e^{-\psi/V_T}-1\right)-n_0\left(e^{\psi/V_T}-1\right)\right].$$

Multiply Poisson's equation $\psi''=-\rho/\varepsilon_s$ by $\psi'$. The left side becomes $\tfrac12\,d(\psi'^2)/dx$. Integrating from the bulk, where $\psi=\psi'=0$, to the surface,

$$\frac{E_s^2}{2}=-\frac{1}{\varepsilon_s}\int_0^{\psi_s}\rho\,d\psi=\frac{e}{\varepsilon_s}U(\psi_s),$$

$$U=p_0\left[V_T\left(e^{-\psi_s/V_T}-1\right)+\psi_s\right]+n_0\left[V_T\left(e^{\psi_s/V_T}-1\right)-\psi_s\right].$$

Each bracket has the form $V_T(e^{y}-1-y)$ with $y=\mp\psi_s/V_T$. It is zero at $y=0$ and positive otherwise. A positive $\psi_s$ means a field pointing into the semiconductor, and $Q_s=-\varepsilon_sE_s$, so

$$Q_s=-\mathrm{sgn}(\psi_s)\sqrt{2e\varepsilon_s U(\psi_s)} . \tag{5}$$

If $\psi_s=0$, then $U=0$ and the surface field is zero as well, so the whole semiconductor is flat. This justifies searching for flat band through the surface potential alone. Setting $\psi_s=Q_s=0$ in (4) recovers (3).

**Rigid shift.** In (4) the fixed charge appears in one term, which does not contain $\psi_s$. A given surface potential is therefore reached at a gate voltage displaced by $-Q/C$, whatever that surface potential is. The gate charge is $-(Q+Q_s)$. Define $C_s=-dQ_s/d\psi_s$. Differentiating (4) gives $dV_G/d\psi_s=1+C_s/C$, and the quasi-static capacitance is

$$C_{tot}=\frac{d[-(Q+Q_s)]}{dV_G}=\frac{C_s}{1+C_s/C}=\frac{C\,C_s}{C+C_s}. \tag{6}$$

This depends on $\psi_s$ but not separately on $Q$. The whole capacitance–voltage curve moves by $-Q/C$ without changing shape.

For the 10 nm film on a semiconductor of relative permittivity 12 with $10^{17}$ acceptors per cm³, at 300 K, the computed capacitance without $Q$ is $0.402$ µF/cm² at $-0.50$ V. With $Q$ present, the same value appears at $-0.701$ V, while at $-0.50$ V it has fallen to $0.211$ µF/cm². The displaced curves were tested at four biases and agree to within one part in $10^5$.

**Which capacitance?** The $C$ in (3) is $\varepsilon/t$, not the total capacitance at flat band. Inserting $0.402$ µF/cm² would give a shift of $-0.398$ V, about twice the correct size. The total capacitance at $-0.80$ V without $Q$, on the accumulation side, is $0.65$ µF/cm². That is still 18% below $\varepsilon/t$, because $C_s$ remains in series. The figure belongs to the classical Boltzmann model: carrier degeneracy and quantum confinement, both neglected here, alter $C_s$ in accumulation.

**A limit: no gate correction.** Hold the gate at $V_G=\phi_{ms}$, the flat-band voltage of the uncharged capacitor. The charge $Q$ is now imaged partly in the gate and partly in the semiconductor. For $|\psi_s|\ll V_T$, expanding the exponentials to second order gives $U\approx(p_0+n_0)\psi_s^2/(2V_T)$. Equation (5) becomes

$$Q_s\approx-C_D\psi_s,\qquad C_D=\sqrt{\frac{e\varepsilon_s(p_0+n_0)}{V_T}},$$

and (4) gives $0=\psi_s-(Q-C_D\psi_s)/C$, or

$$\psi_s\approx\frac{Q}{C+C_D}.$$

At flat band $C_s=C_D$, so (6) yields $1/C_D=1/0.4021-1/0.7969$ in cm²/µF, hence $C_D\approx0.81$ µF/cm². The linear estimate is $\psi_s\approx0.1602/1.61\approx0.10$ V. This is about four times $V_T=25.9$ mV, so the estimate lies outside its own range. The full solution gives $0.127$ V.

The direction of the error follows from (5). For $y>0$, $e^{-y}-1+y<y^2/2$, and the electron term is negligible at this bending. Depletion therefore supplies less charge than linear screening predicts, and the bands must bend further. In the full solution 63% of the image charge is on the gate and 37% in the semiconductor. Moving the gate to $V_{FB}$ transfers all of it to the gate.

**Where rigidity fails.** If interface traps add a charge $Q_{it}(\psi_s)$, it joins $Q$ in (4). The displacement $-[Q+Q_{it}(\psi_s)]/C$ then varies along the curve. Traps that follow the change in gate voltage also add $-dQ_{it}/d\psi_s$ to $C_s$ in (6), so the capacitance at a given surface potential changes too. Both effects distort the curve. The flat-band voltage contains the trap charge at $\psi_s=0$, so even when $\phi_{ms}$ and $C$ are known, a flat-band measurement gives only the sum $Q+Q_{it}(0)$.

Lateral variation also changes the shape. If $Q$ varies over distances large compared with $t$ and with the depth of the semiconductor's space-charge layer, each patch obeys (4) with its own $Q$. The measured curve is then an area-weighted sum of displaced curves, and no single gate voltage flattens the bands everywhere.

The smeared sheet is itself an idealization. At $10^{12}$ per cm² the charges are about 10 nm apart, no closer than the film thicknesses used here and near the 13 nm Debye length of the semiconductor, so the patch picture does not cover this scale. For randomly placed point charges, linear screening gives an rms potential of roughly 27 mV (2 nm film) to 41 mV (10 nm film) at 1 nm below the surface, comparable to $V_T$ or larger. In a real film the bands are then flat only on lateral average, and (3) and the rigid shift hold approximately.

## 3. Charge at any depth

Let the fixed charge density be $\rho(x)$ and the permittivity $\varepsilon(x)$, in a dielectric of total thickness $d$. A sheet at the semiconductor surface is included by integrating to $d^+$. At flat band $D(d^+)=0$, so Gauss's law gives

$$D(x)=-\int_x^{d^+}\rho(x')\,dx'.$$

The flat-band shift is the potential drop across the dielectric:

$$\Delta V_{FB}=\int_0^{d}\frac{D(x)}{\varepsilon(x)}\,dx=-\int_0^{d}\frac{dx}{\varepsilon(x)}\int_x^{d^+}\rho(x')\,dx'.$$

The double integral covers the region $0<x<x'$. Doing the $x$ integral first,

$$\Delta V_{FB}=-\int_0^{d^+}\rho(x')R(x')\,dx',\qquad R(x')=\int_0^{x'}\frac{dx}{\varepsilon(x)}. \tag{7}$$

Each charge is weighted by $R$, the inverse capacitance per area between it and the gate.

**Test on a single sheet.** In one uniform film, a sheet at depth $x_0$ has $R=x_0/\varepsilon$ and gives $-Qx_0/\varepsilon$. At $x_0=t$ this is (3). At $x_0=0$ it is zero: charge at the gate interface is compensated by the adjacent gate and leaves no field in the film. The exact zero belongs to the ideal metal. If the gate's screening charge is displaced by a length $\lambda$, a thickness-independent term of size $Q\lambda/\varepsilon_0$ remains, about 9 mV for $10^{12}$ per cm² and $\lambda=0.05$ nm. A term of this kind also enters the intercept of any thickness series with net charge, but not its slope. A sheet at mid-depth in the 10 nm film gives $-0.101$ V, half the earlier shift. Equation (3) therefore applies only to charge on the semiconductor side of the film.

**Volume charge.** For a uniform density $\rho_b$ in one film,

$$\Delta V_{FB}=-\frac{\rho_b}{\varepsilon}\int_0^t x\,dx=-\frac{\rho_bt^2}{2\varepsilon}. \tag{8}$$

One factor of $t$ comes from the amount of charge and the other from its mean distance to the gate. With $10^{18}$ elementary charges per cm³ the computed shift is $-0.025$ V at 5 nm and $-0.101$ V at 10 nm, a ratio of 4. The 10 nm value equals that of the mid-depth sheet for a simple reason: the film contains $10^{18}\times10^{-6}=10^{12}$ charges per cm², at a mean depth of half the thickness.

When interface and volume charge are both present, (7) adds their contributions. For $t>0$,

$$\frac{V_{FB}-\phi_{ms}}{t}=-\frac{Q}{\varepsilon}-\frac{\rho_bt}{2\varepsilon}.$$

If $\phi_{ms}$ is known, plotting the left side against $t$ separates a constant from a linear part. The linear part does not prove that volume charge exists. If longer deposition changes the interface so that $Q(t)=Q_0+at$, equation (3) gives $-(Q_0t+at^2)/\varepsilon$, the same thickness dependence as a volume density $\rho_b=2a$. The flat-band voltages of films deposited for different times cannot distinguish the two. Etching one film back to several thicknesses can, provided that the etch leaves $\phi_{ms}$ and the remaining charges unchanged: $Q$ is then fixed and its shift is linear in $t$, while uniform volume charge still gives $t^2$.

## 4. A film on an interlayer

A deposited film may lie on a thin interlayer instead of directly on the semiconductor. Let the film have thickness $t_f$ and permittivity $\varepsilon_f$, and the interlayer $t_i$ and $\varepsilon_i$. Put $Q_1$ at the semiconductor surface and $Q_2$ between the two layers. The weights in (7) are

$$R_1=\frac{t_f}{\varepsilon_f}+\frac{t_i}{\varepsilon_i},\qquad R_2=\frac{t_f}{\varepsilon_f}.$$

Collecting the terms in $t_f$,

$$\Delta V_{FB}=-Q_1R_1-Q_2R_2=-\frac{(Q_1+Q_2)\,t_f}{\varepsilon_f}-\frac{Q_1t_i}{\varepsilon_i}. \tag{9}$$

For $t_i\to0$ the two sheets merge and (3) returns with $Q=Q_1+Q_2$. For $Q_2=0$ the form $-Q_1/C_{stack}$ survives, because $R_1=1/C_{stack}$ is the inverse capacitance of the two layers in series. The shift is then linear in film thickness but no longer proportional to it, since the interlayer contributes even at $t_f=0$.

**Numbers.** Keep $Q_1$ at $+10^{12}$ elementary charges per cm², set $Q_2$ to $-4\times10^{11}$, and use a 1 nm interlayer of relative permittivity 4. The net charge is $0.6$ of the earlier value, so the slope should be $0.6\times(-20.1)=-12.1$ mV/nm. The fit to the computed flat-band voltages gives $-12.1$ mV/nm.

The interlayer field due to $Q_1$ is $9/4$ times the earlier film field, or $-0.452$ MV/cm. Across 1 nm this gives $-45$ mV, the computed difference between the intercept and $\phi_{ms}$.

Reading the slope as charge at the semiconductor surface would give $6\times10^{11}$ per cm², 40% below the true $Q_1$. Reading the intercept as $\phi_{ms}$ would give $-0.545$ V instead of $-0.500$ V.

**The limit of opposite sheets.** If $Q_2=-Q_1$, the slope in (9) vanishes and $\Delta V_{FB}=-Q_1t_i/\varepsilon_i$ for every film thickness. The two sheets form a dipole layer with no field outside it at flat band. Here a constant offset is the right model, and a zero slope does not mean that the interfaces are free of charge.

To isolate $Q_1$, vary the interlayer instead. At fixed $t_f$, with both sheet charges and $\phi_{ms}$ unchanged, (9) has slope $-Q_1/\varepsilon_i$ against $t_i$. A film-thickness series then supplies $Q_1+Q_2$, and the difference gives $Q_2$. Neither step requires prior knowledge of $\phi_{ms}$.

## Values computed for the example and the checks

```
Temperature 300 K; thermal voltage 25.852 mV
Acceptors 1.0e+17 cm^-3; intrinsic 1.0e+10 cm^-3
Relative permittivity: film 9, interlayer 4, semiconductor 12
Work-function difference -0.500 V
Interface charge 1.00e+12 e/cm^2 = 0.1602 uC/cm^2
t (nm) | C (uF/cm^2) | V_FB solved (V) | shift solved (V) | -Q/C (V)
  2.0 | 3.9844 | -0.54021 | -0.04021 | -0.04021
  4.0 | 1.9922 | -0.58042 | -0.08042 | -0.08042
  6.0 | 1.3281 | -0.62063 | -0.12063 | -0.12063
  8.0 | 0.9961 | -0.66085 | -0.16085 | -0.16085
 10.0 | 0.7969 | -0.70106 | -0.20106 | -0.20106
Fitted slope -20.106 mV/nm; intercept -0.50000 V
Charge from slope 1.0000e+12 e/cm^2
Gate charge at flat band, 10 nm: -1.0000e+12 e/cm^2
Film field at flat band -0.2011 MV/cm
10 nm, V_gate = PHI_MS: surface potential 0.1273 V
  gate charge -6.329e+11 e/cm^2, semiconductor charge -3.671e+11 e/cm^2
V_gate without Q (V) | C without Q | C with Q at V_gate-Q/C (uF/cm^2) | C with Q at same V_gate
-0.80 | 0.6515 | 0.6515 | 0.5184
-0.50 | 0.4021 | 0.4021 | 0.2112
-0.20 | 0.1720 | 0.1720 | 0.1320
0.10 | 0.1204 | 0.1204 | 0.1039
Same sheet in mid-film, 10 nm: shift -0.10053 V
Volume charge 1.0e+18 e/cm^3: shift -0.02513 V at 5 nm, -0.10053 V at 10 nm
  ratio on doubling thickness 4.0000
Interlayer 1.0 nm; sheet between layers -4.00e+11 e/cm^2
  film 2.0 nm: V_FB -0.56936 V
  film 4.0 nm: V_FB -0.59349 V
  film 6.0 nm: V_FB -0.61762 V
  film 8.0 nm: V_FB -0.64175 V
  film 10.0 nm: V_FB -0.66587 V
  slope -12.063 mV/nm; intercept -0.54524 V
  charge from slope 6.0000e+11 e/cm^2
  intercept minus PHI_MS -45.238 mV
```
